# Paired electrons at strong attraction: effective couplings and superfluidity under doping

## What symmetry fixes

Consider electrons with a local attraction,

$$H=T-|U|\sum_i n_{i\uparrow}n_{i\downarrow},\qquad T=-t\sum_{\langle ij\rangle,\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right),$$

with equal numbers of up and down electrons, $t\ll|U|$, and zero temperature. The lattice is connected and bipartite, and each bond $\langle ij\rangle$ is counted once. Let $\epsilon_i=+1$ on one sublattice and $-1$ on the other.

For $t=0$ the lowest states at a given electron number have every site empty or doubly occupied. The pair operators are $b_i^\dagger=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}$. Since $(b_i^\dagger)^2=0$, the pairs are hard-core bosons with $N_i=b_i^\dagger b_i=0$ or $1$. Operators on different sites commute, because each contains two fermion operators.

The sign of $t$ can be reversed by replacing $c_{i\sigma}$ with $\epsilon_i c_{i\sigma}$, which leaves every $b_i$ unchanged. The effective Hamiltonian for pairs is therefore even in $t$. Its first term from hopping must be an energy of order $t^2/|U|$.

A second symmetry fixes its form. Define $\eta^+=\sum_i\epsilon_i b_i^\dagger$. On a bond, moving one electron out of a newly created pair gives

$$\sum_\sigma[c^\dagger_{i\sigma}c_{j\sigma},b_j^\dagger]=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}+c^\dagger_{j\uparrow}c^\dagger_{i\downarrow}.$$

The reverse hop acting on $b_i^\dagger$ gives the same operator. The two enter $[T,\eta^+]$ with the factor $\epsilon_i+\epsilon_j=0$, so $[T,\eta^+]=0$. Creating a pair changes the attraction energy by $-|U|$ and the electron number $N_e$ by 2. Hence $H+|U|N_e/2$ commutes with $\eta^+$, with its adjoint $\eta^-$, and with $\eta^z=(N_e-N_s)/2$, where $N_s$ is the number of sites. These three operators obey the algebra of angular momentum, and this holds at any $U$.

In the paired space each site carries a pseudospin one-half,

$$\tau_i^+=\epsilon_i b_i^\dagger,\qquad \tau_i^z=N_i-\tfrac12 .$$

To second order in $t$ the interaction is a sum over bonds: a hop on a bond leaves two singly occupied sites, and one further hop can restore pairing only on that same bond. A rotationally invariant operator of two spins one-half has the form $\alpha+J\,\boldsymbol\tau_i\cdot\boldsymbol\tau_j$. Two empty sites have $\boldsymbol\tau_i\cdot\boldsymbol\tau_j=1/4$ and no energy shift, so $\alpha=-J/4$. Using $\epsilon_i\epsilon_j=-1$,

$$J\left(\boldsymbol\tau_i\cdot\boldsymbol\tau_j-\tfrac14\right)=-\frac J2(b_i^\dagger b_j+b_j^\dagger b_i)+JN_iN_j-\frac J2(N_i+N_j). \tag{1}$$

Symmetry thus makes the neighbour repulsion twice the pair-hopping amplitude. What remains is the number $J|U|/t^2$, and the order chosen by doping.

## First derivation: virtual hops and pair densities

### The couplings

Let $P$ project onto paired states and $Q=1-P$. One hop always breaks a pair, so $PTP=0$. In a sector with $N_b$ pairs the unperturbed energy is $E_0=-|U|N_b$. The $Q$ part of $H\psi=E\psi$ gives

$$Q\psi=(E-QHQ)^{-1}QTP\psi .$$

To leading order $E\simeq E_0$, while a state with one broken pair has energy $E_0+|U|$. The inverse is therefore $-1/|U|$. Inserting this in the $P$ part gives

$$H_{\rm eff}=-|U|\sum_iN_i-\frac{PT^2P}{|U|}. \tag{2}$$

For sites 1 and 2, write $|20\rangle=b_1^\dagger|0\rangle$ and $|02\rangle=b_2^\dagger|0\rangle$. Keeping the order of the fermion operators,

$$T|20\rangle=-t\left(c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}\right)|0\rangle=T|02\rangle .$$

The bracket holds two orthogonal states of unit norm, so the squared norm is $2t^2$. All four matrix elements of $-PT^2P/|U|$ between $|20\rangle$ and $|02\rangle$ are therefore $-2t^2/|U|$. The off-diagonal ones move a pair. The diagonal ones lower the energy of a pair beside an empty site. Two empty sites have no electrons to move, and two full sites are blocked by the Pauli principle, so both give zero.

The diagonal part acts when one of the two sites is occupied, a condition expressed by $N_i+N_j-2N_iN_j$. Thus

$$\begin{aligned}H_{\rm eff}={}&-|U|\sum_iN_i-\frac{2t^2}{|U|}\sum_{\langle ij\rangle}(b_i^\dagger b_j+b_j^\dagger b_i)\\&+\frac{4t^2}{|U|}\sum_{\langle ij\rangle}N_iN_j-\frac{2t^2}{|U|}\sum_{\langle ij\rangle}(N_i+N_j).\end{aligned}\tag{3}$$

This agrees with (1) for $J=4t^2/|U|$. The repulsion is a loss of virtual motion: two adjacent pairs block each other's hops. If every site has $z$ neighbours, the last sum is $z\sum_iN_i$ and only shifts the chemical potential. Since odd powers of $t$ are absent, the first neglected terms are of order $t^4/|U|^3$.

### The order at fixed density

Let $n$ be the mean number of pairs per site and $m=n-1/2$. Half filling is $m=0$, one electron per site on average. Take a product state in which site $i$ is in the state $\sqrt{1-n_i}+e^{i\phi_i}\sqrt{n_i}\,b_i^\dagger$ acting on the empty site. It has $\langle N_i\rangle=n_i$ and $|\langle b_i\rangle|=\sqrt{n_i(1-n_i)}$. The hopping term is negative, so equal phases minimize its energy.

Allow different densities on the two sublattices, $n_A=n+d$ and $n_B=n-d$, with $0\le d\le\frac12-|m|$. The diagonal terms combine as

$$n_An_B-\tfrac12(n_A+n_B)=(n_A-\tfrac12)(n_B-\tfrac12)-\tfrac14=m^2-d^2-\tfrac14 .$$

With $n_A(1-n_A)=\frac14-(m+d)^2$ and the corresponding form for $B$, the energy per bond, omitting $-|U|\sum_i N_i$, is

$$\frac{E(d)}{J}=m^2-d^2-\frac14-\sqrt{\left[\tfrac14-(m+d)^2\right]\left[\tfrac14-(m-d)^2\right]} .$$

Set $a=\frac14-m^2-d^2$. The brackets are $a-2md$ and $a+2md$, so the root is $\sqrt{a^2-4m^2d^2}$. At $d=0$ it equals $\frac14-m^2=a+d^2$. Subtracting,

$$E(d)-E(0)=J\left[a-\sqrt{a^2-4m^2d^2}\right]\ge0 . \tag{4}$$

The allowed range of $d$ ensures $a\ge2|m|d\ge0$. Equality requires $md=0$. At half filling every $d$ has the same energy, from the uniform superfluid at $d=0$ to full charge order at $d=1/2$. Once $m\ne0$, any $d>0$ costs energy.

A lattice has $z/2$ bonds per site. The uniform superfluid therefore has energy per site

$$e_{\rm SF}=zJ\left(m^2-\tfrac14\right). \tag{5}$$

For the strongest charge order, $d=\frac12-|m|$, the root vanishes and $a=2|m|d$. Its extra energy per site is

$$\Delta e=zJ|m|\left(\tfrac12-|m|\right). \tag{6}$$

Separation into half-filled charge order and an empty or full region has the same cost. The ordered region occupies a fraction $1-2|m|$ with energy $-zJ/4$ per site, the other region has zero energy in (3) without the $|U|$ term, and the difference from (5) is again (6). The boundary energy is neglected.

## Second derivation: one exact bond and one inequality

### The couplings

Equation (1) leaves one unknown, which two sites can supply. It predicts energy $-J$ for the pseudospin singlet and zero for the triplet, relative to $-|U|$ per pair. Because $\tau_i^+$ contains $\epsilon_i$, the singlet is the even combination $|+\rangle=(|20\rangle+|02\rangle)/\sqrt2$, and the odd one belongs to the triplet.

Let $|s\rangle$ be the normalized sum of the two broken-pair states. The previous action of $T$ gives $T|20\rangle=T|02\rangle=-\sqrt2\,t|s\rangle$. Hence $T|+\rangle=-2t|s\rangle$, while $T$ annihilates the odd combination, whose energy stays at $-|U|$. In the basis $|+\rangle,|s\rangle$,

$$H=\begin{pmatrix}-|U|&-2t\\-2t&0\end{pmatrix},\qquad E_-=\frac{-|U|-\sqrt{U^2+16t^2}}2 .$$

The singlet lies below the triplet by

$$J_{\rm dimer}=\frac{\sqrt{U^2+16t^2}-|U|}2=\frac{4t^2}{|U|}-\frac{16t^4}{|U|^3}+\cdots . \tag{7}$$

The first term is the lattice value of $J$, because second-order processes involve one bond at a time. The next term belongs to the dimer; a larger lattice has further fourth-order processes that visit more sites.

### The order at fixed density

Now allow any product state, with any density and phase pattern, on a lattice where each site has $z$ neighbours. Let $\mathbf v_i=\langle\boldsymbol\tau_i\rangle$. A pure state of a spin one-half has $|\mathbf v_i|=1/2$, so

$$\mathbf v_i\cdot\mathbf v_j=\tfrac12|\mathbf v_i+\mathbf v_j|^2-\tfrac14 .$$

Average this over all bonds, denoted by an overline. The average of a squared length is at least the squared length of the average. Every site belongs to $z$ bonds and there are $N_sz/2$ bonds, so $\overline{v_i^z+v_j^z}=2m$. Therefore

$$J\left(\overline{\mathbf v_i\cdot\mathbf v_j}-\tfrac14\right)\ge J\left(2m^2-\tfrac12\right). \tag{8}$$

Multiplication by $z/2$ gives (5) as a lower bound for all product states at this mean density.

Equality requires $\mathbf v_i+\mathbf v_j=2m\hat{\mathbf z}$ on every bond. Since $\mathbf v_j=2m\hat{\mathbf z}-\mathbf v_i$ must also have length $1/2$,

$$\tfrac14=4m^2-4mv_i^z+\tfrac14\quad\Longrightarrow\quad m(v_i^z-m)=0 .$$

For $m\ne0$ every site has $v_i^z=m$, which excludes any density modulation. The in-plane parts are opposite on neighbouring sites. The factor $\epsilon_i$ in $\tau_i^+$ turns this alternation into one uniform phase of $\langle b_i\rangle$, with

$$|\langle b_i\rangle|=\sqrt{\tfrac14-m^2}=\sqrt{n(1-n)} .$$

For $m=0$ the common axis of the alternating vectors is free. Pointing along $z$ it is charge order; lying in the plane it is superfluidity.

Doping acts as a field on this axis. With electron chemical potential $\mu$, the term $-\mu N_e=-2\mu\sum_iN_i$ joins $-|U|\sum_iN_i$ to give $-h\sum_i\tau_i^z$ plus a constant, where $h=2\mu+|U|$. Minimizing $e_{\rm SF}-hm$ gives

$$h=2zJm . \tag{9}$$

In a weak field, antiparallel vectors perpendicular to it can both tilt towards it by a small angle. The field energy gained is of first order in the angle, while the exchange energy lost is only of second order. In full charge order one vector points along the field and the other against it, so their field energies cancel. Charge order can gain only if its axis first turns away from the field.

The dilute limit checks (9) without a product state. One pair on an empty lattice has shift $-zJ/2$ and lowest hopping energy $-zJ/2$, hence total energy $-|U|-zJ$. It enters when $2\mu$ reaches this value, that is at $h=-zJ$, which is (9) at $m=-1/2$.

## What each derivation assumes

Both derivations of the couplings need $t\ll|U|$. The virtual-hop calculation did not use the two sublattices to obtain (3), so its second-order couplings also hold on other lattices, where odd-order corrections may appear. The symmetry route needs a bipartite lattice, but it explains why the repulsion is twice the pair hopping.

The density calculation compares states with two sublattice densities and gives the cost of a chosen modulation. The vector inequality covers every product-state pattern, but does not by itself give that cost. Neither proves the selection for the fully correlated ground state. Both also presuppose long-range order; in one dimension quantum fluctuations remove long-range pair order, and the result does not carry over in this form.

The selection can fail if another interaction breaks the pseudospin symmetry. Add $W\sum_{\langle ij\rangle}N_iN_j$, with $W>0$ of order $J$. The added energy per bond is $W(n^2-d^2)$, so a modulation $d$ gains $Wd^2$. Its cost (4) can be written as

$$J\left[a-\sqrt{a^2-4m^2d^2}\right]=\frac{4Jm^2d^2}{a+\sqrt{a^2-4m^2d^2}} .$$

Since $a$ falls as $d$ grows, the cost divided by $d^2$ is smallest for $d\to0$, where $a=\frac14-m^2=n(1-n)$. Some modulated product state therefore lies below the uniform superfluid when

$$W>\frac{2Jm^2}{n(1-n)} .$$

At $n=1/4$ this means $W>2J/3$. The strongest charge order, $n_A=2n$ and $n_B=0$, falls below the uniform state only for $W>2J$, so comparing with it alone would miss the earlier instability. Close to half filling a small $W$ is enough. These thresholds compare product states only. At $n=1/4$ and $W=J$ or $2J$ the best modulated product state has the same energy as separation into half-filled charge order and a more dilute superfluid, so it is not singled out. Correlations also move the threshold: with $W$ added to (3) on the $4\times4$ periodic lattice, the exact four-pair ground state at $W=2J$ is still stable against separation, and its pair correlations still exceed its staggered charge correlations.

## A square lattice at quarter pair filling

Take $t=1$ as the energy unit, $|U|=20$, $z=4$ and $n=1/4$, or half an electron per site. Then $m=-1/4$, the pair hopping is $2/20=0.10$, and the repulsion is $J=4/20=0.20$. The exact dimer gives 0.0990 and 0.1980, each about 1% lower.

On a six-site ladder with two pairs, the effective Hamiltonian extracted from the full electron problem differs from (3) by at most 0.0047 in any matrix element, about 5% of the pair hopping. Doubling $|U|$ from 40 to 80 reduces the largest error by a factor 7.92, close to the factor 8 expected for $t^4/|U|^3$.

The product-state energies per site, without the $|U|$ term, are

$$e_{\rm SF}=4(0.20)\left(\tfrac1{16}-\tfrac14\right)=-0.15,\qquad \Delta e=4(0.20)\tfrac14\left(\tfrac12-\tfrac14\right)=0.05 .$$

The strongest charge order and the separated state both lie at $-0.10$. At half filling superfluid and charge order are both at $-0.20$. Equation (9) gives $h=2(4)(0.20)(-0.25)=-0.40$, so $\mu=(-0.40-20)/2=-10.2$. These are product-state values; exact ground states of (3) on clusters of 16 and 20 sites give $h\approx-0.50$ and $\mu\approx-10.25$ at this filling. Free minimization over product states on a $4\times4$ periodic lattice finds uniform density and pair amplitude 0.433, equal to $\sqrt{3/16}$. At $h=0$, four random starts reach the same energy with different staggered densities, as the free axis requires.

Correlations beyond product states can be examined through

$$X=\frac1{N_s}\sum_i\frac{b_i+b_i^\dagger}2,\qquad Z=\frac1{N_s}\sum_i\epsilon_i\left(N_i-\tfrac12\right).$$

These are two components of the same staggered pseudospin vector. In a pseudospin singlet, $\langle X^2\rangle=\langle Z^2\rangle$. Exact ground states of (3) on the $4\times4$ lattice give 0.092 for both at eight pairs, which is half filling. Removing one pair raises $\langle X^2\rangle$ to 0.109 and lowers $\langle Z^2\rangle$ to 0.054. At four pairs they are 0.098 and 0.018.

Part of $\langle X^2\rangle$ is zero-point fluctuation: even the empty lattice has $1/(4N_s)=0.016$. The excess of pair order over charge order is larger than this background for every filling tested from one to seven pairs. The full Hubbard ladder shows the same pattern at $|U|=4$, outside the strong-coupling regime. For it, $N_i$ in $Z$ is replaced by half the electron number on site $i$, which keeps $Z$ a pseudospin component when some sites are singly occupied. Both squares are 0.098 at half filling, and with one pair fewer they are 0.097 and 0.045. There doping lowers $\langle Z^2\rangle$ while $\langle X^2\rangle$ hardly changes. This trend alone is not a sign of pairing: free electrons on the same ladder have 0.042 for both squares at half filling, and 0.042 and 0.028 with one pair fewer. The attraction shows in the larger values and the larger difference.

The exact energy at four pairs is $-0.170$ per site, below the product-state value $-0.15$; clusters of 20 and 24 sites at the same filling give $-0.169$. The product state mixes different pair numbers with mean four, so the variational principle makes its energy no lower than the matching average of exact energies. That average is in turn no lower than the four-pair energy, because the exact energy is convex in pair number, as stated below; fillings above one half follow from the symmetry of (1) under exchange of pairs and empty sites, together with the eight-pair energy lying below the seven-pair one. An equal mixture of half-filled and empty clusters would have $-0.240/2=-0.120$. The ground-state energy is convex in pair number from zero to eight, so this cluster shows no tendency to phase separation. These finite-cluster results show that pair correlations exceed staggered charge correlations away from half filling, in line with the selection. They do not establish long-range order on the infinite lattice: a 16-site ring, where such order is absent at large size, also has an excess above the background at every filling from one to seven pairs. The remaining values are in the numerical output.

## Computed results

```
t = 1.0 t, |U| = 20.0 t, z = 4, pairs per site n = 0.25, m = -0.25
pair hopping 2t^2/|U| = 0.1000 t; repulsion J = 4t^2/|U| = 0.2000 t
exact dimer: pair hopping = 0.099020 t, repulsion = 0.198039 t
ladder |U| = 20 t: largest element error = 4.734e-03 t
ladder |U| = 40 t: largest element error = 6.164e-04 t
ladder |U| = 80 t: largest element error = 7.785e-05 t
error ratio on doubling |U| from 40 t to 80 t = 7.918 (dimensionless)
Hubbard ladder |U| = 4 t, 3 pairs: pair^2 = 0.09816, charge^2 = 0.09816
Hubbard ladder |U| = 4 t, 2 pairs: pair^2 = 0.09706, charge^2 = 0.04519
Hubbard ladder |U| = 20 t, 3 pairs: pair^2 = 0.12804, charge^2 = 0.12804
Hubbard ladder |U| = 20 t, 2 pairs: pair^2 = 0.13664, charge^2 = 0.06274
half filling: superfluid = -0.2000 t, charge order = -0.2000 t per site
n = 0.25: superfluid = -0.1500 t per site
n = 0.25: strongest charge order = -0.1000 t per site
n = 0.25: phase-separated state = -0.1000 t per site
superfluid advantage = 0.0500 t per site
field h = -0.4000 t, electron chemical potential mu = -10.2000 t
free minimization: mean n = 0.250000, density spread = 0.0e+00
free minimization: uniform pair amplitude <b> = 0.433013
h = 0, four starts, equal energy; staggered density = 0.363, 0.390, 0.413, 0.379
4x4 exact; zero-point background of pair^2 on empty lattice = 0.01562
4 pairs: E/site = -0.17022 t, pair^2 = 0.09778, charge^2 = 0.01819
5 pairs: E/site = -0.19796 t, pair^2 = 0.10730, charge^2 = 0.02553
6 pairs: E/site = -0.21897 t, pair^2 = 0.11171, charge^2 = 0.03608
7 pairs: E/site = -0.23312 t, pair^2 = 0.10914, charge^2 = 0.05368
8 pairs: E/site = -0.24036 t, pair^2 = 0.09218, charge^2 = 0.09218
smallest second difference of E in pair number (0 to 8) = 0.07085 t
```
